# How Atomic Masses Enter the Vineyard Prefactor of a Surface Reaction, part 2

How do atomic masses affect the rate of a surface reaction? On one potential surface $V(x)$, the minimum and the saddle $x_s$ have mass-independent force-constant matrices $K_0$ and $K_s$. With the diagonal mass matrix $M$, the eigenvalues of $D=M^{-1/2}KM^{-1/2}$ are $\omega_i^2$ at the minimum; at the saddle those of $D_s$ are $\bar\omega_i^2$ (stable modes, $i\ge2$) and $-\omega_u^2$ (unstable mode, unit eigenvector $e$). Also $\nu=\omega/2\pi$, $k$ in $kT$ is Boltzmann's constant, $h$ is Planck's constant and $\hbar=h/2\pi$.

Transition-state theory counts every crossing of the plane $s=e^TM^{1/2}(x-x_s)=0$. Its harmonic (Vineyard) rate is $\nu^*e^{-E_b/kT}$, with barrier $E_b$ and

$$\nu^*=\frac1{2\pi}\frac{\prod_{i=1}^N\omega_i}{\prod_{i=2}^N\bar\omega_i}, \tag{1}$$

$$\nu^*=\frac{\omega_u}{2\pi}\sqrt{\frac{\det K_0}{|\det K_s|}}. \tag{4}$$

If $w_a$ is the share of atom $a$, of mass $m_a$, in the squared mass-weighted amplitude of the unstable mode, then

$$\frac{\partial\ln\nu^*}{\partial\ln m_a}=-\frac{w_a}2,\qquad
\sum_aw_a=1. \tag{6}$$

Raising one atomic mass from $m$ to $m'$ gives

$$1\le\frac{\nu^*(m)}{\nu^*(m')}\le\sqrt{\frac{m'}m}, \tag{7}$$

so the classical H/D ceiling is $\sqrt2$.

The example is a proton passing from a surface hydroxyl to a methyl ligand. O, H and a rigid CH$_3$ group (16, 1 and 15 u; deuterium 2 u) move along one line with displacements $x_O,x_H,x_C$. Define

$$q=x_H-\frac{x_O+x_C}2,\qquad r=x_C-x_O,\qquad g=q^2-a^2-ar,$$

$$V=\frac{k_Ox_O^2+k_Cx_C^2}2+cg^2
-\Delta\frac{2a^3+3a^2q-q^3}{4a^3}.$$

Here $a=0.06$ nm, $c=1.6\times10^5$ eV/nm$^4$, $k_O=2500$ eV/nm$^2$, $k_C=1100$ eV/nm$^2$, $\Delta=0.4$ eV and $T=500$ K. The reactant minimum has $x_O=x_C=0$, $q=-a$ and energy zero; the product has $q=a$ and energy $-\Delta$.

Relaxing the heavy groups gave the saddle at $q_s=-0.00544$ nm, where $g=f(q_s^2-a^2)$ and $E_b=0.640$ eV. Here $f=k_r/(k_r+2ca^2)=0.399$, with $k_r=k_Ok_C/(k_O+k_C)=764$ eV/nm$^2$. The next step is to find the force constants at the minimum and the saddle.

**A:** Differentiate $V$ twice. Let subscripts on $q,r,g$ denote first derivatives in the order O, H, CH$_3$. Then $q_i=(-\frac12,1,-\frac12)$, $r_i=(-1,0,1)$ and $g_i=2qq_i-ar_i$. The second derivative of $g$ is $2q_iq_j$, so

$$K_{ij}=k_i\delta_{ij}+2cg_ig_j+\left(4cg+\frac{3\Delta q}{2a^3}\right)q_iq_j,
\qquad k_i=(k_O,0,k_C).$$

For hydrogen at the minimum, $g=0$, $q=-a$ and $g_H=-2a$. Its diagonal element is

$$8ca^2-\frac{3\Delta}{2a^2}=4608-167=4441\ {\rm eV/nm^2}.$$

At the saddle $g=f(q_s^2-a^2)$, and the corresponding terms are

$$8cq_s^2+4cg+\frac{3\Delta q_s}{2a^3}=38-911-15=-888\ {\rm eV/nm^2}.$$

The other elements follow from the same formula and are listed in the numerical output below. The determinants are $1.152\times10^{10}$ and $-6.284\times10^9$ eV$^3$/nm$^6$, hence

$$\sqrt{\frac{\det K_0}{|\det K_s|}}=\sqrt{\frac{1.152}{0.6284}}=1.354 .$$

**Q:** Does this really reproduce the product of separate frequencies?

**A:** For hydrogen the minimum has frequencies 13.11, 18.76 and 107.62 THz. The saddle has stable frequencies 15.79 and 26.10 THz and $\nu_u=47.43$ THz. The two calculations are

$$\nu_H^*=\frac{13.11\times18.76\times107.62}{15.79\times26.10}=64.2\ {\rm THz},$$

$$\nu_H^*=1.354\times47.43=64.2\ {\rm THz}.$$

For deuterium $\nu_u=34.01$ THz, and

$$\nu_D^*=1.354\times34.01=46.0\ {\rm THz}.$$

With one more digit kept in each prefactor, the classical isotope ratio is $64.22/46.05=1.39$. The Boltzmann factor, $3.51\times10^{-7}$ at 500 K, is common to both isotopes. The classical rates are $2.25\times10^7$ s$^{-1}$ for H and $1.62\times10^7$ s$^{-1}$ for D.

**Q:** Where did the rest of the mass effect go? The stretch alone changes from 107.62 to 78.60 THz.

**A:** Compare the complete products. At the minimum their H/D ratio is $\sqrt2=1.414$, because $\det M$ doubles. At the saddle the ratio of stable products is 1.014. Thus

$$\frac{\nu_H^*}{\nu_D^*}=\frac{1.414}{1.014}=1.39=\frac{47.43}{34.01}.$$

This shows why the two stable products don't cancel each other. Most of the hydrogen mass dependence at the saddle sits in the unstable mode, which the denominator leaves out.

The weights in that mode are 0.969 for H, 0.027 for CH$_3$ and 0.004 for O. For a small change in the hydrogen mass the logarithmic slope is $-0.969/2=-0.484$. If that slope held all the way to deuterium, the ratio would be $2^{0.484}=1.40$. The actual ratio is slightly smaller, so the average weight over the interval is slightly below its value at 1 u.

For $^{18}$O in place of $^{16}$O the classical ratio is 1.0002. The oxygen weight is small but not zero.

**Q:** Both calculations use quadratic potentials. They could agree with each other and still misrepresent the rate on the actual model surface.

**A:** A separate calculation integrates the full potential over the reactant region and over the plane of Part 1, without expanding it. Results at 10 and 20 K, extrapolated linearly to zero temperature, give a ratio to the Vineyard rate of 1.000001 for both isotopes. At 500 K the ratio is 0.987 for both. Classical anharmonicity thus lowers this plane-flux rate by 1.3 per cent relative to the harmonic one.

This number doesn't include recrossing, because the flux still counts every passage through the plane. Nor is the plane optimized again at 500 K.

Beyond the harmonic limit, a plane held fixed in $x$ still has mass-free position integrals, and the masses enter through the crossing speed. If the plane is changed with the isotope, the position integrals can change too. Equation (4) is then a low-temperature result and not an identity for the anharmonic flux.

**Q:** Hydrogen at 500 K is hardly a classical particle when it vibrates at 108 THz.

**A:** Agreed, and here the classical result fails badly. Let $u=h\nu/kT$. A quantum harmonic mode has the partition function

$$\sum_{n=0}^\infty e^{-u(n+1/2)}=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)},$$

whereas the classical one is $1/u$. The quantum value divided by the classical value is $(u/2)/\sinh(u/2)$. The rate has the saddle partition function in its numerator and that of the minimum in its denominator, so the stable modes multiply the classical rate by

$$Q_{\rm st}=\frac{\prod_{i=1}^N S(u_i)}{\prod_{i=2}^N S(\bar u_i)},\qquad
S(u)=\frac{\sinh(u/2)}{u/2}. \tag{9}$$

For the O–H stretch $u=10.3$ and $S=16.9$. The two other minimum modes contribute 1.07 and 1.14, and the stable saddle modes 1.10 and 1.28. Hence

$$Q_{\rm st}=\frac{16.9\times1.07\times1.14}{1.10\times1.28}=14.6 .$$

The stretch supplies most of this factor. Its zero-point energy is present in the reactant, and no comparably stiff stable mode exists at the saddle. For deuterium $Q_{\rm st}=4.95$. The isotope ratio rises from 1.39 to

$$1.39\times\frac{14.6}{4.95}=4.1 .$$

The ceiling $\sqrt2$ has been passed because it was derived for classical motion.

**Q:** You have made the stable modes quantum mechanical but left the unstable one classical. What about tunnelling?

**A:** For an unbounded parabolic barrier, a particle with energy $\epsilon$ measured from the top is transmitted with probability

$$P(\epsilon)=\frac1{1+e^{-2\pi\epsilon/\hbar\omega_u}} .$$

I take this known solution of the parabolic-barrier problem as the starting point. Classically $P$ is a step from zero to one, and the thermal average $\int P\,e^{-\epsilon/kT}d\epsilon/kT$ is 1. With $y=\epsilon/kT$ and $u_u=\hbar\omega_u/kT$, the quantum average is

$$Q_t=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/u_u}} .$$

Set $t=e^{-2\pi y/u_u}$ and $p=u_u/2\pi$. Then $e^{-y}=t^p$ and $dy=-p\,dt/t$; reversing the limits removes the minus sign:

$$Q_t=p\int_0^\infty\frac{t^{p-1}}{1+t}\,dt=\frac{\pi p}{\sin\pi p}
=\frac{u_u/2}{\sin(u_u/2)},\qquad 0<p<1. \tag{10}$$

The integral over $t$ follows from a contour around the positive real axis. The integrand on the lower side is $e^{2\pi ip}$ times that on the upper side, and the pole at $t=-1$ has residue $-e^{i\pi p}$. Thus $(1-e^{2\pi ip})$ times the integral equals $-2\pi ie^{i\pi p}$, which gives $\pi/\sin\pi p$.

The formula diverges at $u_u=2\pi$, that is, at

$$T_c=\frac{h\nu_u}{2\pi k}=362\ {\rm K}$$

for hydrogen. The divergence belongs to a parabola that continues downwards without end. At 500 K, $u_u=2\pi\times362/500=4.55$ and $Q_t=2.99$. Expansion of (10) for small $u_u$ gives the Wigner factor $1+u_u^2/24$, here 1.86.

**Q:** Those two numbers differ by more than half of the smaller one. Which is right?

**A:** The Wigner factor assumes small $u_u$, and 4.55 isn't small. The parabolic factor assumes that the barrier stays parabolic over all energies that matter, which hasn't been established here. They show how sensitive the result is to the tunnelling treatment, but they aren't bounds.

The corrected hydrogen rate is $14.6\times1.86=27$ times the classical one with the Wigner factor, and $14.6\times2.99=44$ times with the parabolic factor. For deuterium the tunnelling factors are 1.44 and 1.64. The H/D ratio becomes 5.3 or 7.5, respectively. The classical value 1.39 is therefore no prediction for hydrogen at this temperature, even within the model.

The heavy atoms feel the difference too. The $^{16}$O/$^{18}$O ratio changes from 1.0002 classically to 1.007 with quantum modes and parabolic tunnelling.

**Q:** Is there a simple reason why the quantum correction brings back the masses that had cancelled?

**A:** At high temperature there is. For small $u$, $\ln S(u)=u^2/24$ to leading order, and (10) gives $\ln Q_t=u_u^2/24$. Adding the logarithms yields

$$Q_{\rm st}Q_t\simeq1+\frac1{24}\left(\frac\hbar{kT}\right)^2
\left[\sum_{i=1}^N\omega_i^2-\sum_{i=2}^N\bar\omega_i^2+\omega_u^2\right].$$

The last two terms are minus the trace of $D_s$, since its unstable eigenvalue is $-\omega_u^2$. A diagonal element of $D$ is $K_{ii}/m_i$. Hence

$$Q_{\rm st}Q_t\simeq1+\frac1{24}\left(\frac\hbar{kT}\right)^2
\sum_{i=1}^N\frac{(K_0)_{ii}-(K_s)_{ii}}{m_i}. \tag{11}$$

The classical prefactor contains a ratio of determinants, in which $\det M$ cancels. The first quantum correction contains a difference of traces, in which each mass divides its own change in stiffness. There is no common mass factor to remove.

In the example the three terms of the sum, in eV/(nm$^2$ u), are

$$\begin{aligned}
{\rm H}:&\quad (4441.3+888.3)/1=5330,\\
{\rm O}:&\quad (7066-3639)/16=214,\\
{\rm CH_3}:&\quad (1058-1821)/15=-51.
\end{aligned}$$

Hydrogen dominates. At high temperature the correction decreases as $T^{-2}$. At 500 K the leading term isn't enough: (11) gives a factor of 6.2, where the full expressions (9) and (10) give 44. With the harmonic and parabolic formulas, the H/D ratio is 2.33 at 1000 K, 1.62 at 2000 K and 1.43 at 5000 K, approaching the classical 1.39. The higher temperatures serve to show the mathematical limit; they aren't conditions for a deposition surface.

**Q:** Your hydrogen moves along a line. A real proton also bends sideways.

**A:** Two transverse bends can be added as independent modes. Suppose, as a rough trial, that the stiffness of each rises from 200 eV/nm$^2$ at the minimum to 400 eV/nm$^2$ at the saddle. Each classical frequency ratio is $\sqrt{200/400}$, so two bends multiply the prefactor by $1/2$. The mass cancels, and the factor is the same for H and D.

The additional quantum factor, from (9), is 0.712 for H and 0.837 for D. The bends gain zero-point energy at the saddle, which slows H more than D. The H/D ratio is multiplied by 0.851. At fixed tunnelling treatment, the values 5.3 and 7.5 become 4.5 and 6.4.

**Q:** What does all this say about an actual deposition process?

**A:** The intended setting is trimethylaluminium reacting with hydroxylated alumina, for which 500 K is a typical process temperature. A barrier of some tenths of an eV is a reasonable rough scale for the exchange from an adsorbed state, but it depends on the site and on the surrounding hydroxyls. The model's energy release of 0.4 eV is a chosen value and may be too low for this reaction. The springs and the collinear geometry are chosen for the example and not fitted to alumina. In the real reaction the methyl group leaves as methane, while here it stays on its spring; and when the aluminium is bound to the oxygen that gives up the proton, the transfer passes through a bent Al–O–H–C ring and not along a line. Of the effects estimated here, the failure of classical motion is the largest: it changes the hydrogen rate of the collinear model by a factor of about 27 to 44, depending on the tunnelling formula, and by about 19 to 31 once the factor 0.712 of the two trial bends is included. Motion of the surrounding surface, internal motion of the methyl group and recrossing have not been computed. The three coordinates are tied to a fixed frame and cannot lose the energy released on the product side, so in the isolated model a proton that has crossed can come back after a few vibrations of the heavy groups. The rates and isotope ratios above assume that this energy is carried away first, by the surface or by the departing methane.

The H/D ratio of this elementary step also need not appear in the film thickness. The classical model rate for H corresponds to a mean waiting time of $1/(2.25\times10^7\ {\rm s^{-1}})=44$ ns. If every exposure lasts long enough for the exchange to finish, and deuteration changes neither the number of reactive sites nor the other steps, a slower exchange still ends with the same coverage. A kinetic measurement could show the isotope effect if this step controls the observed rate.

**Q:** So when may I use the mass cancellation itself?

**A:** Use it for a classical harmonic rate with the same mobile atoms at a nondegenerate minimum and a nondegenerate saddle on one potential surface. Free translations or rotations require their own partition functions. The classical approximation is safe when $h\nu\ll kT$ for every stable mode whose frequency differs between minimum and saddle, and $h\nu_u\ll kT$ for the barrier. A stiff mode with the same frequency at both points cancels from the rate. When these inequalities fail, as they do for the proton here, the force constants can still be shared between isotopes, but the frequencies must be recomputed for each set of masses. They then enter the quantum factors (9) and (10). Near or below $T_c$, (10) can't be used and tunnelling needs another treatment.

## Computed results

```
Masses O, H, CH3: 16 1 15 u
Substituted masses D, 18O: 2 18 u
Length a: 0.06 nm
Quartic constant c: 1.6e+05 eV/nm^4
Springs k_O, k_C: 2500 1100 eV/nm^2
Energy drop Delta: 0.4 eV
Temperature: 500 K
Relaxed spring k_r: 763.89 eV/nm^2
Softening factor k_r/(k_r+2ca^2): 0.39871
Saddle x_O, x_H, x_C: 0.010933 -0.0124 -0.024847 nm
Saddle q, r: -0.0054429 -0.03578 nm
Classical barrier: 0.64036 eV
K0 row 1: 7066.33 -4524.67 -41.6667 eV/nm^2
K0 row 2: -4524.67 4441.33 83.3333 eV/nm^2
K0 row 3: -41.6667 83.3333 1058.33 eV/nm^2
Ks row 1: 3638.94 235.131 -1374.07 eV/nm^2
Ks row 2: 235.131 -888.273 653.143 eV/nm^2
Ks row 3: -1374.07 653.143 1820.93 eV/nm^2
det K0, det Ks: 1.1522e+10 -6.2839e+09 eV^3/nm^6
sqrt(det K0/|det Ks|): 1.3541
H minimum frequencies: 13.112 18.761 107.62 THz
H saddle frequencies (negative = imaginary): -47.425 15.794 26.101 THz
D minimum frequencies: 13.11 18.167 78.595 THz
D saddle frequencies (negative = imaginary): -34.007 15.581 26.091 THz
H prefactor: mode product, determinant: 64.21957 64.21957 THz
D prefactor: mode product, determinant: 46.04924 46.04924 THz
H/D ratio of minimum products: 1.4142
H/D ratio of stable saddle products: 1.0141
Classical H/D prefactor ratio: 1.3946
Classical 16O/18O prefactor ratio: 1.000227
Unstable-mode weights O, H, CH3: 0.0039873 0.96888 0.027137
Log mass sensitivities O, H, CH3: -0.0019937 -0.48444 -0.013568
Boltzmann factor: 3.5113e-07
Classical harmonic rates H, D: 2.2549e+07 1.6169e+07 s^-1
Flux/Vineyard extrapolated to 0 K: H, D: 1.000001 1.000001
Flux/Vineyard at 500 K: H, D: 0.9868 0.9868
Tunnelling crossover temperature for H: 362.24 K
Stable-mode quantum factors H, D: 14.639 4.9484
Wigner tunnelling factors H, D: 1.8634 1.4439
Parabolic tunnelling factors H, D: 2.9891 1.6351
Quantum H/D: no tunnelling, Wigner, parabolic: 4.1256 5.3241 7.5418
Quantum 16O/18O with parabolic tunnelling: 1.007194
Formal quantum H/D with parabolic tunnelling at 1000 K: 2.3308
Formal quantum H/D with parabolic tunnelling at 2000 K: 1.6152
Formal quantum H/D with parabolic tunnelling at 5000 K: 1.4295
Transverse bend stiffness at minimum, saddle: 200 400 eV/nm^2
Classical factor from two bends, H or D: 0.5
Extra quantum factor from two bends: H, D: 0.71248 0.83704
Bend multiplier of quantum H/D: 0.85119
```
